\section*{Displacement tensors from phonon eigenvectors and the cost of omitting Gamma, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one oscillator to the displacement tensor}

\subsection{The situation}

The atoms of a crystal move about their equilibrium sites even at zero temperature. Diffraction sees the average of this motion as a smeared cloud around each site, and the first measure of the cloud is the tensor of mean squares
\begin{equation}
U_{ab}(\kappa)=\langle u_{\kappa a}u_{\kappa b}\rangle ,
\end{equation}
where $u_{\kappa a}$ is the Cartesian component $a$ of the displacement of atom $\kappa$. Its six independent components are the anisotropic displacement parameters. They are given here in \AA$^2$.

Density functional perturbation theory supplies what is needed to calculate them. It gives dynamical matrices on a coarse set of wave vectors; a Fourier transform turns these into interatomic force constants; and the force constants give phonon frequencies and eigenvectors on any finer grid of $n\times n\times n$ points. The tensor is then a sum over that grid. One point makes trouble. At $\Gamma$, the point $\mathbf q=0$, three acoustic frequencies vanish, and their terms are infinite. If they are skipped, the sum is finite. The question is what number has then been calculated, and how far it lies from the value for an infinite crystal.

I take the force constants as given and short-ranged, the crystal as stable, and the motion as harmonic. The errors studied here come from the summation grid alone, not from the electronic calculation or the range of the interpolation.

\subsection{Simplest case: one oscillator}

Let $Q$ be a coordinate that already contains the square root of the mass, so that
\begin{equation}
H=\tfrac12P^2+\tfrac12\omega^2Q^2,\qquad
Q=\sqrt{\frac{\hbar}{2\omega}}\,(a+a^\dagger),\qquad [a,a^\dagger]=1 .
\end{equation}
In the state with $j$ quanta the products $aa$ and $a^\dagger a^\dagger$ have no diagonal element. The other two give $\langle j|aa^\dagger+a^\dagger a|j\rangle=(j+1)+j$, hence
\begin{equation}
\langle j|Q^2|j\rangle=\frac{\hbar}{2\omega}(2j+1).
\end{equation}
At temperature $T$ the state $j$ has a weight proportional to $y^j$ with $y=e^{-\hbar\omega/k_BT}$. The geometric series gives $\langle j\rangle=y/(1-y)$, so that
\begin{equation}
2\langle j\rangle+1=\frac{1+y}{1-y}=\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}
The variance depends on $\omega$ through $\lambda=\omega^2$, and I write it as a function of $\lambda$:
\begin{equation}
\langle Q^2\rangle=f(\lambda)=\frac{\hbar}{2\sqrt\lambda}\coth\frac{\hbar\sqrt\lambda}{2k_BT}.
\label{f}
\end{equation}

Two limits show what it contains. For $T\to0$ the coth tends to 1 and $f=\hbar/2\omega$, the zero-point variance. For $\hbar\omega\ll k_BT$ the expansion $\coth z=1/z+z/3-\dots$ gives
\begin{equation}
f(\lambda)=\frac{k_BT}{\lambda}+\frac{\hbar^2}{12k_BT}+O(\lambda).
\label{highT}
\end{equation}
The first term is equipartition, $\tfrac12\omega^2\langle Q^2\rangle=\tfrac12k_BT$. Since $z\coth z$ is even in $z$, the rest of the series contains whole powers of $\lambda$ and no square roots. This will decide how the grid error behaves at finite temperature.

As a test, the Schr\"odinger operator was diagonalized on a grid of positions and its states were averaged with Boltzmann weights. At $k_BT=0.7\,\hbar\omega$ this gives $0.815186$ in units of $\hbar/(M\omega)$ for $\langle x^2\rangle$, and Eq.~\eqref{f} gives the same.

\subsection{A zero mode: two atoms and one spring}

Two masses $m_1$ and $m_2$ move on a line, joined by a spring of stiffness $K$. Let $m=m_1+m_2$. In the coordinates $w_i=\sqrt{m_i}\,u_i$ the potential energy is $\tfrac12w^{T}\mathcal Dw$ with
\begin{equation}
\mathcal D=K\begin{pmatrix}1/m_1&-1/\sqrt{m_1m_2}\\-1/\sqrt{m_1m_2}&1/m_2\end{pmatrix}.
\end{equation}
The vector $(\sqrt{m_1},\sqrt{m_2})/\sqrt m$ has eigenvalue zero. It is the translation of the pair. The vector $(\sqrt{m_2},-\sqrt{m_1})/\sqrt m$ has eigenvalue $\omega^2=K(1/m_1+1/m_2)=Km/(m_1m_2)$. If the zero mode is skipped, the first atom has
\begin{equation}
\langle u_1^2\rangle=\frac{1}{m_1}\,\frac{m_2}{m}\,f(\omega^2)
\;\longrightarrow\;\frac{m_2}{m_1m}\,\frac{k_BT\,m_1m_2}{Km}=\frac{m_2^2}{m^2}\,\frac{k_BT}{K},
\label{pair}
\end{equation}
where the arrow is the classical limit. Compare this with the displacement from the centre of mass,
\begin{equation}
u_1-\frac{m_1u_1+m_2u_2}{m}=\frac{m_2}{m}(u_1-u_2).
\end{equation}
The spring length has the classical variance $\langle(u_1-u_2)^2\rangle=k_BT/K$, so the mean square of this displacement is the last form of Eq.~\eqref{pair}. In this small system, skipping the zero mode has not damaged anything. It has answered a definite question: how far does the atom move relative to the centre of mass?

\subsection{Any finite harmonic crystal}

Now take $N=n^3$ cells at lattice vectors $\mathbf R$ with periodic boundary conditions. Atom $\kappa$ has mass $M_\kappa$ and position $\boldsymbol\tau_\kappa$ in the cell. With force constants $\Phi$ the potential energy is
\begin{equation}
V=\frac12\sum\Phi_{\kappa a,\kappa'b}(\mathbf R'-\mathbf R)\,u_{\kappa a}(\mathbf R)\,u_{\kappa'b}(\mathbf R'),
\end{equation}
summed over all atoms, cells and components. Set $w=\sqrt{M_\kappa}\,u$ as before. The kinetic energy becomes $\tfrac12\sum\dot w^2$, and the potential energy becomes $\tfrac12w^{T}\mathcal Dw$ with the real symmetric matrix $\mathcal D=\Phi/\sqrt{M_\kappa M_{\kappa'}}$.

Let $v_j$ be real orthonormal eigenvectors of $\mathcal D$ with eigenvalues $\lambda_j$, and expand $w=\sum_jQ_jv_j$. The Hamiltonian splits into independent oscillators, $H=\sum_j\tfrac12(P_j^2+\lambda_jQ_j^2)$. The thermal state is then a product, and each factor is even in its own $Q_j$, so $\langle Q_iQ_j\rangle=0$ for $i\ne j$. Hence
\begin{equation}
\langle ww^{T}\rangle=\sum_jf(\lambda_j)\,v_jv_j^{T}=f(\mathcal D).
\label{fD}
\end{equation}
Zero modes are set aside for the moment. The matrix $f(\mathcal D)$ depends on the projectors onto the eigenspaces, not on the basis chosen inside them. I may therefore evaluate it in any orthonormal eigenbasis, including a complex one, and degenerate modes need no special care.

\subsection{Bloch waves and the eigenvector formula}

Because $\Phi$ depends only on $\mathbf R'-\mathbf R$, I try the vector
\begin{equation}
y_{\kappa a}(\mathbf R)=\frac{1}{\sqrt N}\,e_{\kappa a}\,e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)} .
\end{equation}
Acting with $\mathcal D$ and taking out the phase of the site $(\kappa,\mathbf R)$ leaves the same sum in every cell, so $\mathcal Dy=\omega^2y$ reduces to
\begin{align}
\sum_{\kappa'b}D_{\kappa a,\kappa'b}(\mathbf q)\,e_{\kappa'b}&=\omega^2e_{\kappa a},\\
D_{\kappa a,\kappa'b}(\mathbf q)&=\sum_{\mathbf R}\frac{\Phi_{\kappa a,\kappa'b}(\mathbf R)}{\sqrt{M_\kappa M_{\kappa'}}}\,
e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa)} .
\end{align}
The boundary conditions allow $\mathbf q=\sum_i(m_i/n)\mathbf b_i$ with integers $m_i$ and reciprocal lattice vectors $\mathbf b_i$, which is an $n^3$ grid containing $\Gamma$. Waves with different $\mathbf q$ are orthogonal because their phases sum to zero over the cells. For one $\mathbf q$, the Hermitian matrix $D$ has orthonormal eigenvectors $e(\mathbf q\nu)$, normalized by $\sum_{\kappa a}|e_{\kappa a}|^2=1$. Together they form a complete basis.

The diagonal block of Eq.~\eqref{fD} for one atom in one cell contains $y_{\kappa a}y_{\kappa b}^*$. The phases cancel there and $1/N$ remains. Dividing by $M_\kappa$ returns from $w$ to $u$:
\begin{equation}
U_{ab}(\kappa)=\frac1N\sum_{\mathbf q\nu}\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}
\coth\frac{\hbar\omega_{\mathbf q\nu}}{2k_BT}\;
\mathrm{Re}\bigl[e_{\kappa a}(\mathbf q\nu)\,e_{\kappa b}(\mathbf q\nu)^*\bigr].
\label{U}
\end{equation}
The real part may be taken because $D(-\mathbf q)=D(\mathbf q)^*$. The eigenvectors at $-\mathbf q$ can be chosen as the conjugates of those at $\mathbf q$, and the imaginary parts of the two terms cancel. A different phase convention for $e$, without $\boldsymbol\tau_\kappa$ in the exponent, multiplies $e_{\kappa a}$ and $e_{\kappa b}$ by the same phase and leaves $U$ unchanged.

The eigenvectors carry the anisotropy. If a symmetry operation of the crystal with rotation matrix $S$ leaves the site in place, then $U=SUS^{T}$. A fourfold axis along $z$ takes $U_{xy}$ to $-U_{xy}$ and exchanges $U_{xx}$ with $U_{yy}$. Applied twice, it reverses $U_{xz}$ and $U_{yz}$. On such a site two numbers remain, $U_{xx}=U_{yy}$ and $U_{zz}$.

\subsection{The classical limit, where the masses disappear}

Keep the first term of Eq.~\eqref{highT}, $f(D)\to k_BT\,D^{-1}$, at one wave vector $\mathbf q\neq0$. Let $\Phi(\mathbf q)$ be the matrix $D(\mathbf q)$ without the mass factors, so that $D=M^{-1/2}\Phi(\mathbf q)M^{-1/2}$ with $M$ the diagonal matrix of masses. Then
\begin{equation}
M^{-1/2}\,k_BT\,D^{-1}M^{-1/2}=k_BT\,\Phi(\mathbf q)^{-1}.
\label{classical}
\end{equation}
The masses cancel, as they must, since classical averages of positions depend on the potential energy alone. The second term of Eq.~\eqref{highT} adds $\hbar^2/(12k_BTM_\kappa)$ to each diagonal component. This leading quantum correction is larger for the lighter atom.

\subsection{What has been omitted at $\Gamma$}

A uniform shift of the crystal costs no energy. Hence $D(0)$ has three null vectors, one for each unit vector $\hat{\mathbf e}$ of an orthonormal set:
\begin{equation}
e_\kappa=\sqrt{\frac{M_\kappa}{M_{\rm tot}}}\;\hat{\mathbf e},\qquad M_{\rm tot}=\sum_\kappa M_\kappa .
\label{null}
\end{equation}
The normal coordinate of the mode along $a$ is the projection of $w$ on the corresponding Bloch vector:
\begin{equation}
Q_a=\sum_{\kappa\mathbf R}\frac{1}{\sqrt N}\sqrt{\frac{M_\kappa}{M_{\rm tot}}}\sqrt{M_\kappa}\,u_{\kappa a}(\mathbf R)
=\sqrt{NM_{\rm tot}}\;u_{{\rm cm},a},
\end{equation}
where $\mathbf u_{\rm cm}$ is the displacement of the centre of mass of all $N$ cells. The share of this mode in the displacement of an atom is $Q_a/\sqrt{NM_{\rm tot}}=u_{{\rm cm},a}$, the same for every atom. Removing the three modes therefore replaces $\mathbf u$ by $\mathbf u-\mathbf u_{\rm cm}$, and nothing else changes. Equation~\eqref{U} without the three acoustic terms at $\Gamma$ is exactly the displacement tensor relative to the centre of mass of the finite periodic crystal. The optical modes at $\Gamma$ are internal motions and stay in the sum.

This statement was tested in real space on $3\times3\times3$ cells of a two-atom crystal at 300~K, with unequal springs so that the eigenvectors are complex and $U_{xy}$ is not zero. A tether attached to the centre of mass made every frequency positive. The full covariance was found from the real-space matrix, and the motion of the centre of mass was then projected out. For the first atom this gives $U_{xx}=0.004320$~\AA$^2$ and $U_{xy}=0.000042$~\AA$^2$, and Eq.~\eqref{U} without the acoustic $\Gamma$ terms gives the same. The part projected out is isotropic and equal for both atoms, $0.005175$~\AA$^2$. It depends on the tether and says nothing about the crystal.

So the omission is harmless for the finite crystal. It becomes an error when the finite sum is used as an estimate for an infinite crystal, in which long waves move whole regions together.

\section{The infinite crystal and the missing point}

\subsection{Symbols and results carried over}

The tensor $U_{ab}(\kappa)$ of Eq.~\eqref{U} is an average over the grid $\mathbf q=\sum_ix_i\mathbf b_i$, $x_i=m_i/n$, with the acoustic terms at $\Gamma$ left out. I call its value $U_n$. Each mode enters through $f(\omega^2)$, which is $k_BT/\omega^2$ plus a smooth function of $\omega^2$ if $T>0$, and $\hbar/2\omega$ if $T=0$. The matrix $\Phi(\mathbf q)$ holds the force constants without masses, and $M_{\rm tot}$ is the mass of a cell. The infinite crystal has $U_\infty=\int F(\mathbf x)\,d^dx$ over one period in $d$ dimensions, if the integral exists. Here $F$ is the summand of Eq.~\eqref{U} after the sum over $\nu$.

\subsection{First estimate: a missing ball}

Take one atom of mass $M$ per cubic cell of side $a$, and one sound velocity $c$ for all directions and polarizations. Near $\Gamma$, for $T>0$, $F\approx k_BT/(Mc^2q^2)$ with $q=2\pi|\mathbf x|/a$. The omitted grid point stands for a volume $n^{-3}$ of $\mathbf x$ space. Replace it by a ball of radius $r_0=(3/4\pi)^{1/3}/n$. The ball contains
\begin{equation}
\frac{k_BTa^2}{4\pi^2Mc^2}\int_0^{r_0}\frac{4\pi r^2\,dr}{r^2}=\frac{k_BTa^2}{\pi Mc^2}\,r_0\;\propto\;\frac1n .
\end{equation}
One point in $n^3$ is lost, yet the loss is of order $1/n$, because the integrand at the scale of the grid spacing is of order $n^2$. In two dimensions the same integral is $\int dr/r$, which diverges at its lower end.

The estimate finds the power but not the coefficient. The neighbouring grid cells are also poorly represented by their central values, since $1/q^2$ changes by a factor of order one across them, however fine the grid.

\subsection{The singular part for a real crystal}

For wave vectors near $\Gamma$, write the amplitudes of the atoms as $\mathbf w_\kappa=\mathbf v+\mathbf s_\kappa$, a common part $\mathbf v$ and internal parts with $\mathbf s_1=0$. To see the orders in $q$, consider springs of stiffness $k$ along bonds with vector $\mathbf d$ and direction $\hat{\mathbf n}$. The energy per cell is
\begin{equation}
\tfrac12\,w^\dagger\Phi(\mathbf q)\,w=\frac12\sum_{\rm bonds}k\,\bigl|\hat{\mathbf n}\cdot(\mathbf w_i-\mathbf w_je^{i\mathbf q\cdot\mathbf d})\bigr|^2 .
\end{equation}
For $\mathbf s=0$ the factor $|1-e^{i\mathbf q\cdot\mathbf d}|^2=(\mathbf q\cdot\mathbf d)^2+O(q^4)$ appears. The energy is $\tfrac12\mathbf v^\dagger L\mathbf v$ with the elastic matrix
\begin{equation}
L=\sum_{\rm bonds}k\,\hat{\mathbf n}\hat{\mathbf n}^{T}(\mathbf q\cdot\mathbf d)^2 .
\label{L}
\end{equation}
The internal parts have a finite stiffness at $q=0$. Their coupling to $\mathbf v$ begins with terms linear in $\mathbf q\cdot\mathbf d$. If every atom is a centre of inversion, each bond at that atom has a partner with $-\mathbf d$, and the linear terms cancel. The coupling is then $O(q^2)$, and eliminating $\mathbf s$ changes the energy by the square of the coupling over a stiffness, $O(q^4)$. If some atoms are not centres of inversion, the coupling is in general $O(q)$ and the elimination lowers $L$ by a term of order $q^2$. This includes crystals such as diamond, whose inversion centres lie between the atoms. The coefficients change but the degree does not, provided the crystal remains elastically stable.

The block of $\Phi^{-1}$ that belongs to $\mathbf v$ is therefore $L^{-1}$ to leading order, where from here on $L$ includes this lowering unless every atom is a centre of inversion. By Eq.~\eqref{classical} the leading part of $F$ for $T>0$ is
\begin{equation}
g(\mathbf x)=k_BT\,L(\mathbf x)^{-1}.
\label{g}
\end{equation}
It is the same for every atom and contains neither masses nor $\hbar$. The quantum part left in $f$ is a smooth function of $\omega^2$, even at $\omega=0$. Applied to the smooth matrix $D(\mathbf q)$ it gives a contribution that is smooth at $\Gamma$ and does not touch the singular part. In the language of eigenvectors, a long wave has $e_\kappa\to\sqrt{M_\kappa/M_{\rm tot}}\,\hat{\mathbf e}$ as in Eq.~\eqref{null}, with $L\hat{\mathbf e}=M_{\rm tot}\omega^2\hat{\mathbf e}$, and the factor $M_\kappa$ cancels in Eq.~\eqref{U}. At $T=0$ the same eigenvectors with $f=\hbar/2\omega$ give
\begin{equation}
g_0(\mathbf x)=\frac{\hbar}{2}\,\bigl(M_{\rm tot}L(\mathbf x)\bigr)^{-1/2}.
\label{g0}
\end{equation}
Thus $g$ is homogeneous of degree $-2$ in $\mathbf x$, and $g_0$ of degree $-1$.

Leaving out the acoustic terms at $\Gamma$ gives the exact displacement tensor of the finite periodic crystal relative to its centre of mass, and the singular part of the summand that governs the error for an infinite crystal is now known. What remains is to find the coefficient and power of that error, test them on a model crystal, and see what happens in two dimensions.
